# Choosing the maximum degree for recursive rotation of real harmonics

## A case that can be seen through

Rotate a p function and it behaves as a vector. On the unit sphere the three p functions are $\sqrt{3/4\pi}\,n_j$, with $j=x,y,z$. Rotating a function $f$ by an orthogonal matrix $R$ gives $f(R^{-1}n)$. Since $R^{-1}=R^T$,

$$(R^{-1}n)_j=\sum_i n_iR_{ij},$$

so the rotation matrix of the p functions is $R$ itself.

For d functions the entries are quadratic in $R$. Set $k=\sqrt{5/4\pi}$, $Y_{20}=k(3z^2-1)/2$ and $Y_{22}=k\frac{\sqrt3}{2}(x^2-y^2)$. To find how much $Y_{20}$ the rotated $Y_{22}$ contains, evaluate it at the pole $n=(0,0,1)$. There $Y_{20}=k$, the other four d functions vanish, and the rotated coordinates are $x'=R_{zx}$, $y'=R_{zy}$. The content is therefore

$$D^2_{02}=\tfrac{\sqrt3}{2}\,(R_{zx}^2-R_{zy}^2).$$

Writing such polynomials for each degree soon becomes laborious. The Ivanic-Ruedenberg scheme obtains degree $l$ from degree $l-1$ and $R$ alone. The setting discussed here is the highest degree $L$ to which a program runs this recursion, for instance to rotate orbital coefficients or apply symmetry operations.

## Conventions

For $m\ge0$ let

$$\Theta_l^m=N_{lm}\sin^m\theta\,\frac{d^mP_l}{dz^m},\qquad N_{lm}=\sqrt{(2l+1)\frac{(l-m)!}{(l+m)!}},$$

with $z=\cos\theta$. There is no Condon-Shortley sign. The real harmonics are $Y_{l0}=\Theta_l^0/\sqrt{4\pi}$ and, for $m>0$,

$$Y_{lm}=\frac{\sqrt2\,\Theta_l^m\cos m\varphi}{\sqrt{4\pi}},\qquad Y_{l,-m}=\frac{\sqrt2\,\Theta_l^m\sin m\varphi}{\sqrt{4\pi}}.$$

They are orthonormal. To check $N_{lm}$, integrate $\int(1-z^2)^m(P_l^{(m)})^2dz$ by parts $m$ times. This leaves $P_l$ times a polynomial of degree $l$, of which only the leading term counts, and gives $\frac{(l+m)!}{(l-m)!}\int P_l^2dz$, with $\int P_l^2dz=2/(2l+1)$.

The rotation matrices are defined by

$$Y_{lm'}(R^{-1}n)=\sum_mY_{lm}(n)\,D^l_{mm'}(R).$$

Degree is preserved because the $Y_{lm}$ are the homogeneous harmonic polynomials of degree $l$ on the sphere, and an orthogonal map keeps both homogeneity and the Laplacian. $D^l$ is orthogonal because it connects two orthonormal bases. Rotating by $B$ and then by $A$ gives $f(B^{-1}A^{-1}n)=f((AB)^{-1}n)$, hence

$$D^l(AB)=D^l(A)D^l(B).$$

A coefficient vector $c$ becomes $D^lc$. For $l=1$ the order $m=-1,0,1$ means $y,z,x$, and $D^1$ is $R$ in that order. I label Cartesian components $i=-1,0,1$ in the same way.

## Coupling adjacent degrees

The recursion needs the degree-$l$ part of $n_iY_{l-1,a}$, which leading powers of $z$ supply. Since $P_l$ has leading coefficient $(2l)!/(2^l\,l!^2)$, $\Theta_l^m$ is $\sin^m\theta$ times a polynomial of degree $l-m$ with leading coefficient

$$K_{lm}=\frac{\sqrt{2l+1}\,(2l-1)!!}{\sqrt{(l-m)!\,(l+m)!}}.$$

The functions $\Theta_{l'}^m$ with $m\le l'\le l$ span all such products up to degree $l-m$. The coefficient of $\Theta_l^m$ in an expansion is thus a ratio of leading coefficients. With $c_l=1/\sqrt{(2l-1)(2l+1)}$,

$$\begin{aligned}
z\,\Theta_{l-1}^m&\to c_l\sqrt{(l+m)(l-m)}\;\Theta_l^m,\\
\sin\theta\,\Theta_{l-1}^{m-1}&\to c_l\sqrt{(l+m)(l+m-1)}\;\Theta_l^m,\\
\sin\theta\,\Theta_{l-1}^{m+1}&\to-c_l\sqrt{(l-m)(l-m-1)}\;\Theta_l^m,
\end{aligned}$$

where the arrow drops lower degrees. The minus sign comes from $\sin^{m+2}\theta=\sin^m\theta\,(1-z^2)$.

Multiplication by $x=\sin\theta\cos\varphi$ or $y=\sin\theta\sin\varphi$ also shifts the frequency in $\varphi$ by one. For $\mu=|m|>0$, the parts with frequency $\mu$ are:

- $\cos\varphi\cos(\mu-1)\varphi\to\frac12\cos\mu\varphi$ and $\sin\varphi\sin(\mu-1)\varphi\to-\frac12\cos\mu\varphi$;
- $\cos\varphi\cos(\mu+1)\varphi\to\frac12\cos\mu\varphi$ and $\sin\varphi\sin(\mu+1)\varphi\to\frac12\cos\mu\varphi$;
- $\cos\varphi\sin(\mu-1)\varphi\to\frac12\sin\mu\varphi$ and $\sin\varphi\cos(\mu-1)\varphi\to\frac12\sin\mu\varphi$;
- $\cos\varphi\sin(\mu+1)\varphi\to\frac12\sin\mu\varphi$ and $\sin\varphi\cos(\mu+1)\varphi\to-\frac12\sin\mu\varphi$.

For $\mu=1$ the source with frequency zero lacks the factor $\sqrt2$ of the target. Its product is the full $\cos\varphi$ or $\sin\varphi$, so the factor is $1/\sqrt2=\frac12\sqrt2$, and the sine source is absent. For $m=0$, the averages of $\sqrt2\cos^2\varphi$ and $\sqrt2\sin^2\varphi$ are both $\frac12\sqrt2$.

## The recursion

Take a column with $|m'|<l$. At the rotated point $n'=R^{-1}n$,

$$z'\,Y_{l-1,m'}(n')=c_l\sqrt{l^2-m'^2}\;Y_{lm'}(n')+\text{lower degree}.$$

The left side is $\sum_{i,a}R_{i0}\,n_i\,Y_{l-1,a}(n)\,D^{l-1}_{am'}$. Projection on $Y_{lm}(n)$ removes the lower degree and gives

$$c_l\sqrt{l^2-m'^2}\,D^l_{mm'}=\sum_{i,a}\langle lm|n_i|l-1,a\rangle\,R_{i0}D^{l-1}_{am'}.$$

The columns $m'=\pm l$ have no source with the same $m'$. The addition formulas for $\cos l\varphi$ and $\sin l\varphi$ supply them:

$$\begin{aligned}
xY_{l-1,l-1}-yY_{l-1,1-l}&=c_l\sqrt{2l(2l-1)}\;Y_{ll},\\
xY_{l-1,1-l}+yY_{l-1,l-1}&=c_l\sqrt{2l(2l-1)}\;Y_{l,-l}.
\end{aligned}$$

No lower degree occurs here, since $\sin\theta\,\Theta_{l-1}^{l-1}$ is proportional to $\Theta_l^l$. Projecting as before changes only the products of $R$ and $D^{l-1}$. Define

$$P(i;a,m')=\begin{cases}
R_{i0}D^{l-1}_{am'},&|m'|<l,\\
R_{i1}D^{l-1}_{a,l-1}-R_{i,-1}D^{l-1}_{a,1-l},&m'=l,\\
R_{i1}D^{l-1}_{a,1-l}+R_{i,-1}D^{l-1}_{a,l-1},&m'=-l,
\end{cases}$$

and $d=l^2-m'^2$ for $|m'|<l$, $d=2l(2l-1)$ for $|m'|=l$. The factor $c_l$ cancels. For $l\ge2$,

$$D^l_{mm'}=uU+vV+wW,$$

$$\begin{aligned}
u&=\sqrt{\frac{l^2-m^2}{d}},\\
v&=\frac12\sqrt{\frac{(1+\delta_{m0})(l+|m|-1)(l+|m|)}{d}}\;(1-2\delta_{m0}),\\
w&=-\frac12\sqrt{\frac{(l-|m|-1)(l-|m|)}{d}}\;(1-\delta_{m0}).
\end{aligned}$$

In all cases $U=P(0;m,m')$. Suppressing the common argument $m'$, the coupling list gives:

- for $m=0$: $V=P(1;1)+P(-1;-1)$;
- for $m>0$: $V=\sqrt{1+\delta_{m1}}\,P(1;m-1)-(1-\delta_{m1})P(-1;1-m)$ and $W=P(1;m+1)+P(-1;-m-1)$;
- for $m<0$: $V=(1-\delta_{m,-1})P(1;m+1)+\sqrt{1+\delta_{m,-1}}\,P(-1;-m-1)$ and $W=P(1;m-1)-P(-1;1-m)$.

For $m=0$ the $v$ term carries the negative coupling, which explains its sign. Terms with $|a|>l-1$ must be skipped; their coefficients vanish, because $u=0$ at $|m|=l$ and $w=0$ at $|m|\ge l-1$.

Each entry needs a bounded number of products, so degree $l$ costs $O(l^2)$ operations and the whole set up to $L$ costs $O(L^3)$.

## One entry by hand

Let $A$ be a rotation by 50 degrees about $(1,2,3)$. Its $z$ column is $R_{xz}=0.486013$, $R_{yz}=-0.051643$, $R_{zz}=0.872424$. The opening formula gives

$$D^2_{02}=\tfrac{\sqrt3}{2}\left[(-0.332922)^2-(0.357825)^2\right]=-0.014897.$$

The other entries needed are $D^2_{12}=-0.020976$, $D^2_{22}=0.120866$ and $D^2_{-2,2}=0.864054$.

For $l=3$, $m=1$, $m'=2$ one has $d=9-4=5$, and

$$\begin{aligned}
u&=\sqrt{8/5}=1.264911,\\
v&=\tfrac12\sqrt{12/5}=0.774597,\\
w&=-\tfrac12\sqrt{2/5}=-0.316228,\\
U&=R_{zz}D^2_{12}=-0.018300,\\
V&=\sqrt2\,R_{xz}D^2_{02}=-0.010239,\\
W&=R_{xz}D^2_{22}+R_{yz}D^2_{-2,2}=0.014120.
\end{aligned}$$

Thus $D^3_{12}=-0.023148-0.007931-0.004465=-0.035544$. Quadrature of the defining integral gives the same value.

## How errors limit $L$

At fixed $R$, each step is linear in $D^{l-1}$, so an error in $D^{l-1}$ is carried on by the same map. For an inner column this map multiplies a function of degree $l-1$ by $z'$, keeps degree $l$, and divides by $c_l\sqrt{l^2-m'^2}$. In harmonics about the rotated axis, multiplication by $z'$ has the factors $c_l\sqrt{l^2-a^2}$, the largest being $c_ll$ at $a=0$. The largest gain per step is therefore $l/\sqrt{l^2-m'^2}$.

An error with $a=0$ keeps $a=0$, so it attains the largest gain at every step. For $m'\ge0$ (use $|m'|$ otherwise), the product over $l=m'+1,\dots,L$ is

$$G(L,m')=\sqrt{\binom{2m'}{m'}\frac{L!^2}{(L-m')!\,(L+m')!}}.$$

Passing through the edge columns does not raise this bound for any one column. Let $f$ and $g$ be the errors of columns $l-1$ and $1-l$. The errors of columns $l$ and $-l$ are the real and imaginary parts of $(x'+iy')(f+ig)$, projected on degree $l$ and divided by $c_l\sqrt{2l(2l-1)}$. Between complex harmonics, $x'+iy'$ raises the index to $m$ with magnitude $c_l\sqrt{(l+m)(l+m-1)}$, at most $c_l\sqrt{2l(2l-1)}$. The gain of the pair is at most 1.

For large $L$, put $q=m'/L$. Stirling's formula gives

$$\frac{\ln G^2}{L}\to2q\ln2-(1-q)\ln(1-q)-(1+q)\ln(1+q).$$

Setting the derivative $2\ln2+\ln\frac{1-q}{1+q}$ to zero gives $q=3/5$, where the right side equals $-\ln(1-q^2)=\ln(25/16)$. The square-root factors in Stirling's formula multiply $G^2$ by $1/\sqrt{\pi m'}$ and $1/\sqrt{1-q^2}=1/0.8$, so

$$G_{\max}\approx\frac{(5/4)^L}{\sqrt{0.8\sqrt{0.6\pi L}}}.$$

The largest gain is 39 at $L=20$, $2.8\times10^3$ at $L=40$ and $1.8\times10^7$ at $L=80$. These are worst cases for the error reaching any one column from one injected error, not predictions of the total. An error in column $\pm(l-1)$ of $D^{l-1}$ feeds both that column and the edge pair of $D^l$, so its effect summed over all columns can be somewhat larger. In double precision, the largest entry of $|DD^T-1|$ for $A$ was $3.8\times10^{-15}$, $4.9\times10^{-14}$ and $5.3\times10^{-11}$ at these degrees. Such figures depend on the order of the floating-point operations (by about a factor of two at $L=80$) and strongly on the rotation: at $L=80$, 25 random rotations gave a median of $3\times10^{-10}$ and a maximum of $7\times10^{-10}$, while a rotation by 5 degrees gave $2\times10^{-14}$.

Errors in $R$ are a separate matter. Every step is also linear in $R$, so for the recursion $D^l(sR)=s^lD^l(R)$. With $s=1+\varepsilon$, the defect of orthogonality is $(1+\varepsilon)^{2l}-1\approx2l\varepsilon$ when $l\varepsilon\ll1$. For $\varepsilon=10^{-6}$ it is $4.0\times10^{-5}$ at $l=20$. Rounding $A$ to six decimals gave a defect of $8.4\times10^{-7}$ at $l=1$ and $1.3\times10^{-5}$ at $l=20$.

## Guidance

**Degree.** Up to $L=20$, double precision is ample. For 20 random pairs of rotations, the largest defects were $1.7\times10^{-14}$ for orthogonality and $4.1\times10^{-15}$ for the group law. Well above this, compare $G_{\max}$ times the rounding unit with the accuracy required, and measure the defect; use higher precision if it is too large.

**Input matrix.** Supply $R$ to full precision. If it was read from rounded data, orthogonalize it first: from the singular value decomposition $R=S\Sigma T^T$, use $ST^T$. This restores orthogonality but not the lost digits: $D^l$ then belongs to a slightly different rotation, and the defect no longer shows that error.

**Reflections.** Improper matrices need no separate recursion. Since $Y_{lm}(-n)=(-1)^lY_{lm}(n)$, one has $D^l(-R)=(-1)^lD^l(R)$.

**Conventions.** Orthogonality and the group law do not certify the matrices. If $S$ is a fixed orthogonal matrix, $SD^lS^T$ satisfies both. Inserting Condon-Shortley signs $(-1)^m$ left both defects at the $10^{-15}$ level, yet entries differed from the definition by up to 1.67. Compare at least one general rotation with values of the harmonics your program uses. The numerical check does this by quadrature for every $l\le20$; the largest difference is $1.0\times10^{-14}$.

**Order of factors.** Under the present definition, $D^l(AB)$ has $D^l(A)$ on the left. With $B$ a rotation by 110 degrees about $(2,-1,1)$, exchanging the factors changed entries at $l=20$ by up to 0.79. A test with two rotations about the same axis would miss this, because they commute.

## Table of computed values

```
All values dimensionless unless a unit is shown
A: angle 50 degrees, axis [1. 2. 3.]
B: angle 110 degrees, axis [ 2. -1.  1.]
A, row x, columns x y z: 0.668303 -0.563172 0.486013
A, row y, columns x y z: 0.665232 0.744848 -0.051643
A, row z, columns x y z: -0.332922 0.357825 0.872424
D2[1,2] = -0.020976, D2[0,2] = -0.014897
D2[2,2] = 0.120866, D2[-2,2] = 0.864054
l=3 m=1 m'=2: u = 1.264911, v = 0.774597, w = -0.316228
l=3 m=1 m'=2: U = -0.018300, V = -0.010239, W = 0.014120
terms uU, vV, wW = -0.023148, -0.007931, -0.004465
D3[1,2]: recursion -0.035544, quadrature -0.035544
coupling table, largest error, l=2..20: 7.5e-13
edge identities, largest error, l=2..20: 4.9e-15
recursion minus definition, A and B, l<=20: 1.0e-14
same for an improper matrix, l<=20: 1.0e-14
parity relation, largest error, l<=20: 0.0e+00
character, largest error, l<=20: 1.2e-14
l=1: orthogonality defect of A 2.2e-16, group defect 1.1e-16
l=5: orthogonality defect of A 8.9e-16, group defect 6.7e-16
l=10: orthogonality defect of A 1.8e-15, group defect 7.2e-16
l=15: orthogonality defect of A 2.7e-15, group defect 1.3e-15
l=20: orthogonality defect of A 3.8e-15, group defect 2.9e-15
l=20, factors in wrong order: difference 0.788
20 random pairs, l<=20: orthogonality 1.7e-14, group 4.1e-15
phase control: orthogonality 3.8e-15, group 2.9e-15
phase control minus definition: 1.670
largest gain at L=20: 38.841 in column m'=12
same gain from singular values: 38.841
gain of the edge pair at l=20: 1.000000
largest gain at L=40: 2.844e+03
largest gain at L=80: 1.802e+07 in column m'=48
asymptotic gain at L=80: 1.806e+07
measured orthogonality defect of A at l=40: 4.9e-14
measured orthogonality defect of A at l=80: 5.3e-11
input scaled by 1+1e-06: defect l=1 2.00e-06, l=20 4.00e-05
input rounded to 6 decimals: defect l=1 8.44e-07, l=20 1.28e-05
```
